# Shared Saddle Energies and Detailed Balance for Oxygen Hopping on a Lattice

## What goes wrong

Suppose a lattice simulation of oxygen diffusion is given repulsive neighbour interactions and a temperature of 800 K. Every hop has a plausible barrier, and the simulation settles into a steady state. That state may nevertheless belong to weaker interactions, or to a temperature of 1600 K. With another choice of barriers it may carry circulating currents, although nothing drives the system. All three faults arise when a hop and its reverse are assigned different saddle energies.

The remedy is a condition on pairs of barriers: their difference must contain the interactions of both endpoint states. It does not follow that each barrier must depend on the neighbours of both endpoints.

## The lattice model and the energy of a hop

Oxygen atoms occupy lattice sites, at most one per site, and their number is fixed. Let $n_a=0$ or $1$ be the occupation of site $a$. A configuration $i$ has energy

$$E_i=\sum_a\varepsilon_a n_a+\sum_{a<b}V_{ab}n_an_b,\qquad V_{ab}=V_{ba}.$$

Positive $V_{ab}$ is repulsive. Energies are in electronvolts, the natural unit for hopping barriers, and $\beta=1/k_BT$.

Let one atom hop from $a$ to an empty site $b$, changing $i$ into $j$. The other atoms are spectators, with energy $E_R$ among themselves and on their sites. Define the interaction of the mover with them at either end:

$$u_a=\sum_{m\ne a,b}V_{am}n_m,\qquad u_b=\sum_{m\ne a,b}V_{bm}n_m.$$

Then

$$E_i=E_R+\varepsilon_a+u_a,\qquad E_j=E_R+\varepsilon_b+u_b,$$

and subtraction removes $E_R$:

$$\Delta E=E_j-E_i=\varepsilon_b-\varepsilon_a+u_b-u_a.$$

Site $a$ is excluded from $u_b$ because it is empty once the atom has reached $b$. The mover is not its own neighbour.

## Detailed balance fixes the barrier difference

Let $k_{ij}$ be the rate from $i$ to $j$. The probabilities obey the master equation

$$\frac{dp_i}{dt}=\sum_j\left(p_jk_{ji}-p_ik_{ij}\right).$$

Stationarity requires each sum to vanish. Detailed balance requires more, namely that each term vanish:

$$p_ik_{ij}=p_jk_{ji}.$$

Write the rates as $k_{ij}=\nu e^{-\beta B_{ij}}$, with the same $\nu$ for a hop and its reverse. Inserting the Boltzmann weights $p_i\propto e^{-\beta E_i}$ gives

$$e^{-\beta(E_i+B_{ij})}=e^{-\beta(E_j+B_{ji})}.$$

The exponential is one-to-one, so this holds if and only if

$$\boxed{E_i+B_{ij}=E_j+B_{ji}\equiv S_{ij}}$$

or, equivalently, $B_{ij}-B_{ji}=\Delta E$. The quantity $S_{ij}$ is the saddle energy on the same scale as the configuration energies. Read backwards, the same steps show that a shared $S_{ij}$ is sufficient.

On a connected lattice with vacancies, hops link all configurations of the identical atoms. The finite master equation then has one stationary distribution, so a model satisfying the boxed condition relaxes to the Boltzmann distribution.

## Why a physical saddle is shared

Consider classical motion with Hamiltonian $H=\sum_r p_r^2/2+U(q)$ in mass-weighted coordinates, without a magnetic field. Place a dividing surface between wells $i$ and $j$, with normal momentum $p_\perp$. In transition-state theory the rate is the one-way equilibrium flux divided by the well's phase-space integral:

$$k_{ij}=\frac{\Phi_{i\to j}}{Z_i},\qquad \Phi_{i\to j}=\int_{\rm surface}\!dq\int_{p_\perp>0}\!dp\;p_\perp e^{-\beta H}.$$

Reversing all momenta leaves $H$ unchanged and turns the forward flux into the reverse flux. Hence $\Phi_{i\to j}=\Phi_{j\to i}$ and $Z_ik_{ij}=Z_jk_{ji}$.

For $d$ harmonic modes of angular frequency $\omega_{i,r}$, the well integral is

$$Z_i=\left(\frac{2\pi}{\beta}\right)^{d}\frac{e^{-\beta E_i}}{\prod_r\omega_{i,r}},$$

where half the powers of $2\pi/\beta$ come from momenta and half from positions. On the surface, the normal momentum contributes $\int_0^\infty p\,e^{-\beta p^2/2}dp=1/\beta$. The remaining $d-1$ modes contribute Gaussian integrals, so

$$\Phi=\frac1\beta\left(\frac{2\pi}{\beta}\right)^{d-1}\frac{e^{-\beta S_{ij}}}{\prod'_r\omega_{S,r}}.$$

The prime omits the unstable mode. Division gives

$$k_{ij}=\frac{\prod_r\omega_{i,r}}{2\pi\prod'_r\omega_{S,r}}\,e^{-\beta(S_{ij}-E_i)}.$$

Both directions contain the same $S_{ij}$ and the same saddle frequencies. Their prefactors are equal when the two wells have equal frequency products, which the lattice model assumes. Otherwise the configuration weights must include the factors $1/\prod_r\omega_{i,r}$, and free energies replace energies.

The harmonic formula was tested against numerical integration over the positions, with the momentum integrals done analytically, for an asymmetric two-dimensional double well, in units where the mass and the untilted barrier are 1. At $\beta=50$ its errors relative to the numerical integral are 0.290% and 0.475% for the two wells. At $\beta=100$ they are 0.144% and 0.235%. The near-halving is consistent with a leading anharmonic correction proportional to temperature.

## Unequal prefactors can hide an error

Suppose the weights contain energies alone, but the forward and reverse prefactors have ratio $r$. With barrier difference $D$, detailed balance demands

$$re^{-\beta D}=e^{-\beta\Delta E}\quad\Longrightarrow\quad \ln r=\frac{D-\Delta E}{k_BT}.$$

At one temperature $T_0$ this can be arranged by choosing $D=\Delta E+k_BT_0\ln r$. At another temperature $T_1$, the population ratio $p_j/p_i=k_{ij}/k_{ji}$ of an isolated pair of states differs from the Boltzmann ratio by the factor

$$r\,e^{-(D-\Delta E)/k_BT_1}=r^{\,1-T_0/T_1}.$$

For $r=3$, $\Delta E=-0.250$ eV and $T_0=800$ K, the compensated difference is $D=-0.174$ eV. At 1000 K the population ratio is too large by $3^{0.2}=1.25$.

If $r$, $D$ and $\Delta E$ are constants and the condition holds at two different temperatures, the same number $\ln r$ must equal $(D-\Delta E)/k_BT$ at both. This forces $D=\Delta E$ and $r=1$.

## Neighbours at the saddle

Take a saddle at which the mover has bare energy $s_0$ and pair interactions $W_{ab,m}$ with the spectators:

$$S_{a\to b}=E_R+s_0+\sum_{m\ne a,b}W_{ab,m}n_m.$$

Subtracting $E_i=E_R+\varepsilon_a+u_a$ gives the barrier

$$B_{ab}=s_0-\varepsilon_a+\sum_{m\ne a,b}(W_{ab,m}-V_{am})n_m.$$

The final site's energy is absent, and its interactions enter only if $W$ contains them. They appear in the reverse barrier, where $b$ is the initial site.

With the same $s_0$ in both directions, the saddle is shared if and only if $\sum_m c_mn_m=0$ in every environment, with $c_m=W_{ab,m}-W_{ba,m}$. Let there be $M\ge1$ spectators and at least one empty site besides $a$ and $b$. Moving one spectator from site $m$ to an empty site $m'$ changes the sum by $c_{m'}-c_m$, which must vanish. Since any two sites can be compared in this way, all $c_m$ equal one constant $c$. The sum is then $Mc=0$, so

$$W_{ab,m}=W_{ba,m}.$$

If no such empty site exists, there is a single environment, and only the total $\sum_m c_m$ has to vanish.

A simple shared choice is $W_{ab,m}=\lambda(V_{am}+V_{bm})/2$, for which

$$B_{ab}=s_0-\varepsilon_a-u_a+\frac{\lambda}{2}(u_a+u_b).$$

The last term is unchanged when $a$ and $b$ are exchanged, so it cancels from the difference:

$$B_{ab}-B_{ba}=\varepsilon_b-\varepsilon_a+u_b-u_a=\Delta E.$$

Two cases show what detailed balance leaves open.

- For $\lambda=0$, the barrier $s_0-\varepsilon_a-u_a$ counts initial interactions alone. It is correct for a saddle that does not feel the neighbours.
- For $\lambda=1$, the barrier is $s_0-\varepsilon_a+(u_b-u_a)/2$. It contains the neighbours of both endpoints.

Detailed balance does not by itself place the saddle above both endpoints. These barriers describe activated hops only while $S_{ij}$ exceeds $E_i$ and $E_j$ by several $k_BT$, which fails when the interactions become comparable to $s_0$.

## A hop into a trap

The model is a periodic $4\times4$ square lattice with four oxygen atoms. Nearest neighbours repel by $V=0.10$ eV, and one site is a trap with $\varepsilon=-0.15$ eV. The other parameters are $s_0=1.00$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$, $\lambda=0.5$ and $T=800$ K, so $k_BT=0.06894$ eV. These are round model values, not data for a particular material.

An atom with two neighbours hops into the trap, where it has one. The three spectators do not touch one another, so $E_R=0$ and

$$E_i=2(0.10)=0.20\ {\rm eV},\qquad E_j=-0.15+0.10=-0.05\ {\rm eV}.$$

Thus $\Delta E=-0.25$ eV. The shared saddle interaction is $0.5(0.20+0.10)/2=0.075$ eV, and the barriers are

$$B_{ij}=1.00+0.075-0.20=0.875\ {\rm eV},$$
$$B_{ji}=1.00+0.15+0.075-0.10=1.125\ {\rm eV}.$$

From the initial state the saddle lies at $0.20+0.875=1.075$ eV. From the final state it lies at $-0.05+1.125=1.075$ eV. The rates are $3.07\times10^7$ and $8.18\times10^5\ \mathrm{s^{-1}}$, and their ratio, 37.6, equals $e^{0.25/0.06894}$.

Now let the saddle interaction count only the neighbours of the site being left, $W_{ab,m}=\lambda V_{am}$. It is $0.10$ eV for the forward hop and $0.05$ eV for the reverse:

$$B_{ij}=1.00+0.10-0.20=0.90\ {\rm eV},$$
$$B_{ji}=1.00+0.15+0.05-0.10=1.10\ {\rm eV}.$$

Neither barrier looks suspicious alone. The saddle, however, lies at 1.10 eV seen from the initial state and at 1.05 eV seen from the final state. The rate ratio is 18.2, too small by the factor $e^{0.05/0.06894}=2.07$.

## The one-sided rule finds the wrong equilibrium

For the one-sided rule in general,

$$B_{ab}=s_0-\varepsilon_a-(1-\lambda)u_a,$$

and therefore

$$B_{ab}-B_{ba}=\varepsilon_b-\varepsilon_a+(1-\lambda)(u_b-u_a).$$

This is the energy difference of a lattice gas whose interactions are $(1-\lambda)V_{ab}$ and whose site energies are unchanged. The rates obey detailed balance, but for that other energy. At $\lambda=0$ the error vanishes. At $\lambda=1$ the interactions have no effect on the equilibrium.

If all site energies are equal, they add the same constant to every configuration. The weights are then proportional to $e^{-\beta(1-\lambda)E_i}$, so for $0\le\lambda<1$ the model equilibrates at

$$T_{\rm false}=\frac{T}{1-\lambda}.$$

For $\lambda=0.5$ this is 1600 K instead of 800 K. With the trap present, no single temperature describes the error, because the interactions are scaled and the trap depth is not.

The full master equation for the 1820 configurations shows the effect. The Boltzmann mean number of neighbouring oxygen pairs is 0.556. The shared rule reproduces the Boltzmann probabilities to numerical precision for $\lambda=0$, 0.5 and 1. The one-sided rule gives 1.009 pairs, because it halves the repulsion.

The trap occupation is 0.746 under both rules, and symmetry explains the agreement. Let $Z_1$ and $Z_0$ be the sums of Boltzmann weights with the trap site occupied and empty, evaluated for zero trap depth. All 16 sites are then equivalent, so $Z_1/(Z_0+Z_1)=4/16$ and $Z_1/Z_0=1/3$ for any strength of the repulsion. A trap of depth $d$ multiplies $Z_1$ by $x=e^{\beta d}$, giving

$$\langle n_{\rm trap}\rangle=\frac{xZ_1}{xZ_1+Z_0}=\frac{x}{x+3}.$$

With $x=e^{0.15/0.06894}=8.81$ this is 0.746. In this model the trap occupation cannot reveal a wrong interaction strength, whereas the pair number can.

## A barrier linear in the energy change

A related rule makes the barrier linear in $\Delta E$. For a hop with a labelled forward direction, a shared saddle gives

$$B_{ij}=Q+\alpha\Delta E,\qquad B_{ji}=Q-(1-\alpha)\Delta E,$$

whose difference is $\Delta E$ for any $\alpha$. The reverse hop therefore has slope $1-\alpha$ with respect to its own energy change, $-\Delta E$.

Using slope $\alpha$ in both directions gives $B_{ji}=Q-\alpha\Delta E$ instead, and the difference becomes $2\alpha\Delta E$. If $Q$ is the same for a hop and its reverse and $\alpha>0$ is common to all hops, the stationary weights are $e^{-2\alpha\beta E_i}$. The temperature is then $T/(2\alpha)$, which is correct for $\alpha=1/2$. A constant barrier, $\alpha=0$, makes all configurations equally probable whatever their interactions.

## Direction-dependent errors produce currents

Detailed balance with any positive weights restricts closed cycles. Since $k_{ij}/k_{ji}=p_j/p_i$, the product of these ratios around a cycle is 1, because each weight appears once above and once below.

Let the one-sided rule have strength $\lambda_x$ for hops along $x$ and $\lambda_y$ for hops along $y$. Take an atom around the corners $1\to2\to3\to4\to1$ of a square, with steps along $x,y,x,y$. One spectator touches corner 1, and no spectator touches the other corners. Hence $u_1=V$ and $u_2=u_3=u_4=0$.

The site energies cancel around the cycle. The first step contributes $(1-\lambda_x)(0-V)$ to the sum of forward-minus-reverse barriers, and the last contributes $(1-\lambda_y)(V-0)$. The two middle steps contribute nothing:

$$\sum_{\rm cycle}(B_{\rm f}-B_{\rm r})=-(1-\lambda_x)V+(1-\lambda_y)V=(\lambda_x-\lambda_y)V.$$

The cycle affinity is therefore

$$\ln\prod_{\rm cycle}\frac{k_{\rm f}}{k_{\rm r}}=-\frac{(\lambda_x-\lambda_y)V}{k_BT}.$$

For $\lambda_x=0.5$ and $\lambda_y=0$ it is $-0.05/0.06894=-0.725$, and the product is 0.484 instead of 1. No configuration energy can reproduce these rates. If $\lambda_x=\lambda_y$, the affinity vanishes even when the equilibrium is wrong. One cycle with nonzero affinity rules out detailed balance, but one cycle with zero affinity does not establish it. With $\lambda_x\ne\lambda_y$, for example, the affinity of the same square vanishes when no spectator touches its corners. Detailed balance with some set of weights requires zero affinity on every cycle, and even then the weights need not be the intended ones.

Let $J_{ij}=p_ik_{ij}-p_jk_{ji}$ be the net current in the stationary state. If every $J_{ij}$ were zero, detailed balance would hold and the cycle product would be 1. Some currents must therefore persist. The entropy production rate is

$$\frac{\sigma}{k_B}=\sum_{i<j}J_{ij}\ln\frac{p_ik_{ij}}{p_jk_{ji}}.$$

Each term is non-negative, since the current and the logarithm have the same sign, and a nonzero current makes the sum positive. In the example $\sigma/k_B=4.0\times10^6\ \mathrm{s^{-1}}$ for the whole lattice. The absolute net currents add up to 11% of the total forward and reverse traffic. These are currents between configurations; they do not by themselves imply a drift of oxygen across the lattice.

The probabilities drop out of the entropy production, because $\sum_{i<j}J_{ij}\ln(p_i/p_j)=\sum_i\ln p_i\sum_jJ_{ij}=0$ in a stationary state. What remains is $\sum_{i<j}J_{ij}\ln(k_{ij}/k_{ji})$. If $k_BT\ln(k_{ij}/k_{ji})$ is read as the heat given to the bath in a hop, the model releases heat continually without an energy source.

## Equilibrium does not determine the saddle

With a shared saddle, the equilibrium traffic from $i$ to $j$ is

$$C_{ij}=p_ik_{ij}=\frac{\nu e^{-\beta S_{ij}}}{\sum_l e^{-\beta E_l}}=C_{ji}.$$

The populations do not depend on $S_{ij}$, but the traffic does. For an observable $f_i$ with zero equilibrium mean, the slowest relaxation rate is the minimum

$$\gamma=\min_f\frac{\frac12\sum_{ij}C_{ij}(f_i-f_j)^2}{\sum_i p_if_i^2}.$$

This is the variational principle for the lowest nonzero eigenvalue of the rate operator, which detailed balance makes symmetric under the scalar product weighted by $p_i$. The numerator follows from $\sum_{ij}C_{ij}f_i(f_i-f_j)$ by exchanging the labels and averaging the two forms.

Going from $\lambda=0$ to $\lambda=1$ raises each saddle by $(u_a+u_b)/2\ge0$ for repulsive atoms. No $C_{ij}$ increases, so $\gamma$ cannot increase. The slowest relaxation time $1/\gamma$ changes from 82 ns to 171 ns while the populations stay the same. Equilibrium populations therefore cannot select $\lambda$; kinetic information or a calculation of the saddle is needed.

## Sampling the stationary state

Kinetic Monte Carlo leaves configuration $i$ after a mean time $1/R_i$, where $R_i=\sum_jk_{ij}$, and chooses the hop to $j$ with probability $k_{ij}/R_i$. The stationary frequency of visits is proportional to $p_iR_i$, because

$$\sum_i(p_iR_i)\frac{k_{ij}}{R_i}=\sum_ip_ik_{ij}=p_jR_j,$$

where the last step is stationarity. Averages must therefore be weighted by residence time, which turns $p_iR_i$ back into $p_i$.

A trajectory of 400,000 hops with the shared saddle at $\lambda=0.5$ gives $0.557\pm0.002$ neighbouring pairs, where the uncertainty is one estimated standard error. This agrees with the Boltzmann value of 0.556 and excludes the one-sided value of 1.009. The numerical output lists the remaining values.

## Numbers as computed

```
temperature: 800 K; kT: 0.06894 eV
O-O repulsion V: 0.10 eV; trap depth: 0.15 eV
bare saddle s0: 1.00 eV; prefactor nu: 1.0e+13 1/s
sites: 16; atoms: 4; configurations: 1820
directed hops: 23296; saddle strength lam: 0.50
-- one hop into the trap --
neighbours initial: 2; final: 1
E initial: 0.200 eV; E final: -0.050 eV
energy change: -0.250 eV
shared barriers: forward 0.875 eV, reverse 1.125 eV
shared barrier difference: -0.250 eV
shared saddle seen from initial: 1.075 eV
shared saddle seen from final: 1.075 eV
shared forward rate: 3.0743e+07 1/s
shared reverse rate: 8.1811e+05 1/s
shared rate ratio: 37.578
one-sided barriers: forward 0.900 eV, reverse 1.100 eV
one-sided barrier difference: -0.200 eV
one-sided saddle seen from initial: 1.100 eV
one-sided saddle seen from final: 1.050 eV
one-sided forward rate: 2.1392e+07 1/s
one-sided reverse rate: 1.1757e+06 1/s
one-sided rate ratio: 18.195
Boltzmann ratio required: 37.578
-- stationary states of the master equation --
largest relative deviation, shared saddle: 2.3e-11
Boltzmann: mean O-O pairs 0.5558, trap occupation 0.7460
one-sided: mean O-O pairs 1.0093, trap occupation 0.7460
direction-dependent: mean O-O pairs 0.7527, trap occupation 0.7451
false temperature, equal sites, one-sided: 1600 K
KMC mean O-O pairs: 0.5569 +/- 0.0016
KMC hops recorded: 400000
slowest relaxation time, lam=0: 81.63 ns
slowest relaxation time, lam=1: 171.37 ns
-- direction-dependent one-sided saddle --
lam_x: 0.50; lam_y: 0.00
cycle affinity: -0.7253; rate-product ratio: 0.4842
net over gross traffic: 11.239 percent
entropy production over k_B: 3.9905e+06 1/s
-- prefactor ratio compensated at one temperature --
prefactor ratio: 3.0; second temperature: 1000 K
compensated barrier difference: -0.1743 eV
population-ratio error factor at 800 K: 1.0000
population-ratio error factor at 1000 K: 1.2457
-- harmonic rate error, reduced double well --
left well: beta=50 0.290 percent, beta=100 0.144 percent
right well: beta=50 0.475 percent, beta=100 0.235 percent
```
